# Hall Coefficient of a Square-Lattice Magnetic-Breakdown Network

## Which field gives the carrier density?

A Hall coefficient $R_H$ can be turned into a carrier density by $|R_H|=1/(Ne)$. In a metal with small gaps one must first decide at which field to do this. For the example below, with 1.8 electrons per cell and random phases between gap crossings, the rule gives 0.20 holes per cell at 1 T and 1.82 electrons per cell at 30 T. With the same random phases the coefficient vanishes near 4.2 T and the rule gives nothing. The decision rests on how often electrons jump the gaps and on how far they travel between collisions. A small network of Fermi-circle arcs turns both into a Hall coefficient.

## Geometry and response

Take a square lattice of constant $a$ with $n$ electrons per cell, a weak periodic potential and free mass $m$. The electron charge is $-e$ and $\mathbf B$ points along $+z$. Counting both spins, $n=2\pi k_F^2/(2\pi/a)^2=k_F^2a^2/2\pi$. The planes $k_x=\pm\pi/a$ and $k_y=\pm\pi/a$ cut the Fermi circle at eight junctions, at angle $\theta$ from the nearest axis:
$$c\equiv\cos\theta=\frac{\pi}{ak_F}=\sqrt{\frac{\pi}{2n}} .$$
The circle reaches these planes if $n>\pi/2$ and misses the diagonal Bragg planes, at distance $\sqrt2\,\pi/a$, if $n<\pi$. A net hole count needs $n<2$, so I take $\pi/2<n<2$.

The Lorentz force gives $\dot{\mathbf k}=(eB/\hbar)(-v_y,v_x)$: electrons run counterclockwise at $\omega_c=eB/m$. Short arcs $s_j$ are centred at $j\cdot90^\circ$ with angular length $2\theta$. Long arcs $l_j$ are centred at $45^\circ+j\cdot90^\circ$ with length $\pi/2-2\theta$.

A field pulse $E_j\,dt$ changes the occupation by $-eE_jv_j(-f')\,dt$. At a later time $t$ these electrons carry $-ev_i(t)$, and a fraction $e^{-t/\tau}$ has not collided. I assume a constant $\tau$ and collisions that erase the current. Then, per layer,
$$\sigma_{ij}=e^2\!\int\!\frac{2\,d^2k}{(2\pi)^2}(-f')\,v_j(0)\int_0^\infty\! v_i(t)e^{-t/\tau}dt .$$
Write vectors as complex numbers, $v=v_Fe^{i\varphi}$, and let $(v_F/\omega_c)\Lambda(\varphi)$ be the mean future displacement, the inner integral. Fourfold symmetry gives $\sigma_{xx}=\sigma_{yy}$ and $\sigma_{xy}=-\sigma_{yx}$, so the average of $\Lambda e^{-i\varphi}$ collects $(\sigma_{xx}+\sigma_{yy})+i(\sigma_{yx}-\sigma_{xy})=2\Sigma$, with $\Sigma=\sigma_{xx}+i\sigma_{yx}$. Using $d^2k=(m/\hbar^2)\,d\varepsilon\,d\varphi$ and the layer density $k_F^2/2\pi$,
$$S\equiv\frac{\Sigma}{\sigma_0}=\frac{\beta}{2\pi}\oint\Lambda e^{-i\varphi}d\varphi,\qquad \beta=\frac1{\omega_c\tau},\quad \sigma_0=\frac{Ne^2\tau}{m}.$$
For a stack of layers $N$ is the bulk density. Since $J_x+iJ_y=\Sigma(E_x+iE_y)$, we have $1/\Sigma=\rho_{xx}+i\rho_{yx}$ and $R_H=\mathrm{Im}(1/\Sigma)/B$.

On any arc $\Lambda'=\beta\Lambda-e^{i\varphi}$, hence
$$\Lambda=\lambda e^{i\varphi}+De^{-\beta(\varphi_{\rm end}-\varphi)},\qquad \lambda=\frac1{\beta-i}.$$
Without junctions $D=0$ and $S=\beta/(\beta-i)$. Then $1/\Sigma=(1-i\omega_c\tau)/\sigma_0$ and $R_H=-1/(Ne)\equiv R_{\rm free}$. In general
$$\frac{R_H}{R_{\rm free}}=-\beta\,\mathrm{Im}\frac1S ,$$
and a negative ratio is the hole sign.

## The small case by hand: no breakdown

Let every junction reflect. The end of $s_0$ lies at angle $\theta$. Subtracting $2\pi/a$ from $k_x$ moves the electron to $\pi-\theta$, the start of $s_2$. Arcs $s_0$ and $s_2$ therefore close into a lens, an electron orbit. The end of $l_0$, at $\pi/2-\theta$, is moved to $-\pi/2+\theta$, the start of $l_3$. The long arcs are visited in backward order, which makes a hole orbit.

By symmetry the constant on arc $j$ is $i^jD_s$ or $i^jD_l$. Let $\gamma_s=e^{-2\theta\beta}$ and $\gamma_l=e^{-(\pi/2-2\theta)\beta}$ be the survival factors of the arcs. The future displacement just before a junction equals that just after it:
$$\lambda e^{i\theta}+D_s=-\lambda e^{-i\theta}-\gamma_sD_s\ \Rightarrow\ D_s=\frac{-2\lambda c}{1+\gamma_s},$$
$$i\lambda e^{-i\theta}+D_l=-i\lambda e^{i\theta}-i\gamma_lD_l\ \Rightarrow\ D_l=\frac{-2i\lambda c}{1+i\gamma_l}.$$
The four arcs of one kind contribute equally, so $S=\beta\lambda+(2\beta/\pi)(I_s+I_l)$ with
$$I_s=\int_{-\theta}^{\theta}D_se^{-\beta(\theta-\varphi)-i\varphi}d\varphi=D_s\frac{e^{-i\theta}-\gamma_se^{i\theta}}{\beta-i},$$
$$I_l=D_l\,\frac{-ie^{i\theta}-\gamma_le^{-i\theta}}{\beta-i}.$$

Now let $\omega_c\tau\to\infty$, so that $\gamma_s,\gamma_l\to1$ and $\lambda\to i$. Then $D_s=-ic$ and $D_l=2c/(1+i)=c(1-i)$. The integrals are
$$I_s=D_s\,i(-2i\sin\theta)=-2ic\sin\theta,$$
$$I_l=D_l\,i(1+i)(\sin\theta-c)=2ic(\sin\theta-c).$$
Their sum is $-2ic^2$, and with $c^2=\pi/2n$
$$\frac S\beta\to i\Big(1-\frac{4c^2}{\pi}\Big)=i\Big(1-\frac2n\Big),\qquad \frac{R_H}{R_{\rm free}}\to-\frac{n}{2-n}.$$
The Hall effect counts $2-n$ net holes per cell. For $n=1.8$ the pockets hold 0.2723 holes and 0.0723 electrons, a difference of 0.2, and the ratio is $-9$.

## Breakdown probability

Near a junction the waves $\mathbf k$ and $\mathbf k-\mathbf G$ are coupled by $V=E_g/2$. Their energy difference is $(\hbar^2/2m)(2Gk_x-G^2)$. With $|\dot k_x|=eBv_y/\hbar$ and $\hbar G/2m=v_x$ it changes at the rate $\alpha=2eBv_xv_y$.

To find the probability of staying on the free circle, let the first wave have energy $\alpha t/2$ and the second $-\alpha t/2$. (The opposite sign of the sweep exchanges their roles and gives the same probability.) Far from the crossing an electron in the first wave has the phase of the adiabatic energy $\sqrt{\alpha^2t^2/4+V^2}\,\mathrm{sgn}\,t\approx\alpha t/2+V^2/(\alpha t)$, so its amplitude behaves as
$$e^{-i\alpha t^2/4\hbar}\,t^{-i\nu},\qquad \nu=\frac{V^2}{\hbar\alpha}.$$
Continue it from $t=Re^{i\pi}$ to $t=R$ on a large upper semicircle. The modulus of the Gaussian factor is $e^{\alpha R^2\sin(2\arg t)/4\hbar}$. It is first the smaller of the two independent solutions and then the larger, so its coefficient is not altered by the other. The factor $t^{-i\nu}$ falls from $R^{-i\nu}e^{\pi\nu}$ to $R^{-i\nu}$, and the probability is
$$P=e^{-2\pi\nu}=e^{-B_0/B},\qquad B_0=\frac{\pi E_g^2}{4\hbar e\,v_xv_y}.$$
Here $v_xv_y=v_F^2c\sin\theta$ is the same at all eight junctions. The reflection probability is $Q=1-P$.

## General junctions

An electron leaving $s_0$ goes to $l_0$ with probability $P$ and to $s_2$ with probability $Q$. One leaving $l_0$ goes to $s_1$ or $l_3$. I add probabilities, which assumes that an electron loses its phase between one junction and the next. Continuity becomes
$$\lambda e^{i\theta}+D_s=P(\lambda e^{i\theta}+\gamma_lD_l)+Q(-\lambda e^{-i\theta}-\gamma_sD_s),$$
$$i\lambda e^{-i\theta}+D_l=P(i\lambda e^{-i\theta}+i\gamma_sD_s)+Q(-i\lambda e^{i\theta}-i\gamma_lD_l).$$
Move the free terms to the right, using $1-P=Q$:
$$(1+Q\gamma_s)D_s-P\gamma_lD_l=-2Q\lambda c,$$
$$-iP\gamma_sD_s+(1+iQ\gamma_l)D_l=-2iQ\lambda c.$$
With $\Gamma=\gamma_s\gamma_l$ and $Q^2-P^2=2Q-1$ the determinant is
$$\Delta=1+Q(\gamma_s+i\gamma_l)+i(2Q-1)\Gamma .$$
Cramer's rule and $P+Q=1$ give
$$D_s=-\frac{2Q\lambda c(1+i\gamma_l)}{\Delta},\qquad D_l=-\frac{2iQ\lambda c(1+\gamma_s)}{\Delta}.$$
The arc integrals keep their form, so $I_s+I_l=-2Q\lambda c\,\mathcal N/[(\beta-i)\Delta]$ with
$$\mathcal N=(1+i\gamma_l)(e^{-i\theta}-\gamma_se^{i\theta})+(1+\gamma_s)(e^{i\theta}-i\gamma_le^{-i\theta}).$$
On expansion the terms $\pm\gamma_se^{i\theta}$ and $\pm i\gamma_le^{-i\theta}$ cancel. What remains is $\mathcal N=(1-i\Gamma)(e^{i\theta}+e^{-i\theta})=2c(1-i\Gamma)$. Since $8c^2/\pi=4/n$,
$$\boxed{S=\frac{\beta}{\beta-i}\left[1-\frac{4Q}{n}\,\frac{1-i\Gamma}{(\beta-i)\Delta}\right]}$$

**The algorithm without the symmetry reduction.** It also serves when the gaps differ.

1. List the arcs. Find each reflected partner by subtracting the reciprocal vector from the junction point.
2. Solve for the values $\Lambda_j$ at the arc starts,
$$\Lambda_j=\lambda(e^{i\varphi_j}-\gamma_je^{i\varphi_j'})+\gamma_j\big[P_j\Lambda_{\rm through}+Q_j\Lambda_{\rm reflected}\big],$$
where $\varphi_j$ and $\varphi_j'$ are the ends of arc $j$ and $\gamma_j$ its survival factor.
3. Integrate $\Lambda e^{-i\varphi}$ over the arcs. If fourfold symmetry is lost, the average of $\Lambda e^{i\varphi}$ is also needed. It carries $(\sigma_{xx}-\sigma_{yy})+i(\sigma_{xy}+\sigma_{yx})$.

For $n=1.62$, 1.8 and 1.95, five values of $P$ from 0 to 1 and three of $\beta$ from 0.01 to 2, this $8\times8$ solution and the boxed formula differ by less than $4\times10^{-16}$. Two runs of 300,000 random trajectories at $n=1.8$, with $(P,\beta)=(0.3,0.25)$ and $(0.7,0.5)$, agree with it within 1.6 standard errors.

## Three limits

**Weak field.** For $b=\omega_c\tau\to0$ the survival factors vanish and $\Delta\to1$. With $\kappa=4Q/n$ and $1/(\beta-i)\approx b+ib^2$,
$$\frac1S\approx(1-ib)(1+\kappa b+i\kappa b^2+\kappa^2b^2).$$
The imaginary part is $-b+\kappa b^2-\kappa b^2=-b$ to second order. So $R_H$ starts at the free-electron value, even though $P\to0$: the hole sign is not the zero-field limit. Few electrons reach even one junction before colliding. The real part gives a linear magnetoresistance, $\rho_{xx}/\rho_0=1+\kappa b$.

The linear magnetoresistance needs corners that are sharp on the scale of the free path. The detuning equals $E_g$ at an angle $E_g/(4E_Fc\sin\theta)$ from the junction, and $\omega_c\tau$ must be well above that angle.

**Long relaxation time at fixed $Q$.** Now $\gamma_s,\gamma_l\to1$ and $\Delta=1+Q+i(3Q-1)$, so that $|\Delta|^2=2q$ with $q=5Q^2-2Q+1$. Since $(1-i)/(-i)=1+i$ and
$$\frac{1+i}{\Delta}=\frac{4Q+2i(1-Q)}{2q}=\frac{2Q+iP}{q},$$
$$\frac S\beta=X+iY,\qquad X=\frac{4QP}{nq},\qquad Y=1-\frac{8Q^2}{nq},\qquad \frac{R_H}{R_{\rm free}}=\frac{Y}{X^2+Y^2}.$$
The conductivity $\sigma_{xx}=(Ne/B)X$ does not contain $\tau$: random switching between orbits limits the memory of the velocity even without collisions. The randomness comes from the assumed loss of phase. The Hall coefficient changes sign at $Y=0$. Dividing by $Q^2$ and writing $u=1/Q$ gives $nu^2-2nu+5n-8=0$. The root with $u\ge1$ is
$$\frac1{Q_c}=1+2\sqrt{\frac{2-n}{n}} .$$

**Strong field.** For $B\gg B_0$, $Q\approx B_0/B$ is small, $X\approx4Q/n$ and $Y\approx1-8Q^2/n$. Hence, in the clean limit and to leading order,
$$\frac{R_H}{R_{\rm free}}\approx1-\Big(\frac{16}{n^2}-\frac8n\Big)Q^2 .$$
The resistivity keeps a first-order term. The term subtracted inside the bracket of the box tends to $4iQ/n$, so $1/S\approx(1-i\omega_c\tau)(1+4iQ/n)$. Its real part is $1+4Q\omega_c\tau/n$, and with $\rho_0\omega_c\tau=B/(Ne)$
$$\rho_{xx}\to\rho_0+\frac4n\,\frac{B_0}{Ne}.$$

## Worked example

Take $n=1.8$, $a=0.32$ nm, layers 0.50 nm apart, $E_g=40$ meV, $\tau=100$ ps and a temperature of 4 K. Then $v_F=1.217\times10^6$ m/s and $\theta=20.9^\circ$, so $c\sin\theta=0.333$ and $v_xv_y=4.93\times10^{11}$ m²/s². This gives
$$B_0=\frac{\pi(6.41\times10^{-21}\,\mathrm J)^2}{4\hbar e(4.93\times10^{11}\,\mathrm{m^2/s^2})}=3.87\ \mathrm T .$$
Integrating the two-wave Schrödinger equation along the curved free orbit at 2 T gives $P=0.1444$, against 0.1445 from the exponential.

The density is $3.52\times10^{28}$ m$^{-3}$ and $R_{\rm free}=-1.775\times10^{-10}$ m³/C. The ideal hole plateau is nine times larger and positive, $15.98\times10^{-10}$ m³/C.

At 4 T, $\beta=0.01421$, $Q=0.6199$, $\gamma_s=0.9897$ and $\gamma_l=0.9881$. Thus
$$\Delta=1+0.6135+i(0.6125+0.2345)=1.6135+0.8470i,$$
and the box gives $S=(4.423-0.2095i)\times10^{-3}$. The Hall ratio is
$$\beta\,\frac{\mathrm{Im}\,S}{|S|^2}=0.01421\times\frac{-2.095\times10^{-4}}{1.960\times10^{-5}}=-0.152 .$$

| $B$ (T) | $\omega_c\tau$ | $P$ | $R_H/R_{\rm free}$ | $\rho_{xx}$ (pΩ m) |
|---|---|---|---|---|
| 0.001 | 0.018 | 0.000 | 0.998 | 10.5 |
| 0.1 | 1.76 | 0.000 | −7.29 | 82.7 |
| 1 | 17.6 | 0.021 | −8.80 | 261 |
| 3 | 52.8 | 0.275 | −1.51 | 2320 |
| 5 | 87.9 | 0.461 | 0.372 | 2164 |
| 30 | 528 | 0.879 | 0.991 | 1638 |

There are two sign changes. The first, at 0.017 T, occurs at $\omega_c\tau=0.29$, where breakdown is negligible: the free path has become long enough for Bragg reflections to matter. The second is due to breakdown. The clean formula gives $Q_c=1/(1+2/3)=0.6$, and so $B=B_0/\ln2.5=4.22$ T. The full formula gives 4.21 T.

Between them, with random phases, $R_H$ peaks at $15.86\times10^{-10}$ m³/C near 0.65 T, just below the ideal plateau. Collisions lower it on one side and breakdown on the other. The plateau therefore needs $\omega_c\tau\gg1$ while $B\ll B_0$, which requires $eB_0\tau/m\gg1$. Here that number is 68.

Above the second sign change the Hall coefficient returns to the free value. With random phases the error is of order $(B_0/B)^2$: 1% at 30 T. The resistivity does not return to $\rho_0=10.1$ pΩ m. With random phases it tends to 1537 pΩ m, so a Hall coefficient close to the free value does not mean that the junctions have ceased to matter.

## What the model leaves out

**Finite gaps.** The gap is 1% of the Fermi energy, and the junction at 4.21 T, with its angular width taken as $\omega_c\sqrt{\hbar/\alpha}$, occupies 1.3% of a short arc. Orbits integrated in two-wave bands without breakdown, with a smaller gap of 0.18% of $E_F$, give Hall ratios of $-7.626$ at $\omega_c\tau=2$ and $-8.937$ at 10. The sharp-corner network gives the same to within 0.001. At very weak field the corner angle is $0.0095/(4\times0.333)=0.007$, so the resistivity at 0.001 T, with $\omega_c\tau=0.018$, is near the edge of validity: orbits in two-wave bands with the 40 meV gap give 10.6 instead of 10.5 pΩ m.

**Phase coherence.** This is the largest omission sized here. An electron from $l_0$ passes through a lens to $l_1$ after an even number of internal reflections. Adding probabilities gives $P^2(1+Q^2+\dots)=P^2/(1-Q^2)=P/(1+Q)$. Adding amplitudes gives $P^2/|1-Qe^{i\chi}|^2$, where $\chi$ is the phase gained round the lens. Temperature blurs $\chi$, because $d\chi/d\varepsilon=2\pi m_{\rm lens}/(\hbar eB)$, where the lens cyclotron mass $m_{\rm lens}$ is $2\theta/\pi=0.23$ of the free mass. At 4 K the blurring is strong at 1 T and slight at 30 T.

With thermal averaging at 4 K the passage probability at 4.21 T ranges from 0.18 to 0.33 about its phase average of 0.25. At 30 T it ranges from 0.62 to 0.99 about 0.78, while at 1 T the range is invisible. Thermal blurring does not by itself justify adding probabilities. An electron of given energy meets the same $\chi$ at one lens after another, so the conductivity, not the passage probability, must be averaged over $\chi$. With coherent lenses and random phases elsewhere, this average puts the second sign change near 2.7 T instead of 4.2 T. It also lets the hole coefficient rise about 5% above the ideal plateau, near 1.4 T, before it falls, and leaves it about 4% above the free value in magnitude at 30 T. Near 4.3 T, close to where the random-phase coefficient vanishes, it gives the electron sign and about twice the free value. Oscillations come on top. At 30 T and without spin splitting, the amplitude of those in $\rho_{xx}$ is about as large as its mean. The Zeeman splitting of free electrons gives the two spins different lens phases and lowers the amplitude to about three quarters of the mean. Since temperature hardly blurs $\chi$ at 30 T, the full average is not reached there: at 4 K the Hall ratio oscillates between about 0.95 and 1.00 without spin splitting and between about 0.97 and 1.03 with it. The table rows from 1 T upward and the value 4.21 T therefore hold only if other processes destroy the phase within a lens. The same objection applies to the hole orbit and the free circle, which collisions at $\tau=100$ ps hardly dephase at these fields. The coherent-lens figures therefore show the size of the effect and are not final values. In the rows at 0.1 T and below breakdown is negligible, and this phase does not matter.

**A real metal.** The model has one Fermi circle per layer and equal gaps at all junctions. In a three-dimensional metal the gaps and the junction angles can vary along the field direction. The factor of nine belongs to the model with 1.8 electrons per cell and is not a prediction for a particular metal.

The long relaxation time is a demanding assumption. It implies a free path of 0.12 mm, which a thin sample or modest impurity content would cut. With $\tau=1$ ps, $\omega_c\tau$ at 1 T would be 0.18. At that value and $P=0$ the model's Hall ratio is $+0.68$ instead of $-8.8$, and the hole sign is gone. Reading the full electron density from $R_H$ at high field requires $B$ several times $B_0$. At $5B_0$ the Hall coefficient of the example is still 2% below the free value in magnitude with random phases, and about 10% above it with coherent lenses after a full average over $\chi$, which 4 K alone does not supply at this field. Reading the net hole count requires the clean window well below $B_0$. The numerical output lists the random-phase results at more fields.

## Values computed for the example and the checks

```
electrons per cell n = 1.8
lattice constant = 0.32 nm, layer spacing = 0.50 nm
gap = 40.0 meV, tau = 100 ps, T = 4.0 K
Fermi wavenumber = 10.509 1/nm
Fermi velocity = 1.2166e+06 m/s, Fermi energy = 4.208 eV
theta0 = 0.3649 rad = 20.91 deg
lens electrons per cell = 0.0723, holes per cell = 0.2723
breakdown field B0 = 3.869 T
electron density = 3.5156e+28 1/m^3
free-electron R_H = -1.7754 e-10 m^3/C
ideal hole plateau = 15.978 e-10 m^3/C
zero-field resistivity = 10.0941 pOhm m
strong-field limit of rho_xx = 1536.58 pOhm m
B(T)  omega_c*tau  P  R_H/R_free  R_H(e-10 m^3/C)  rho_xx(pOhm m)
  0.001    0.0176 0.00000    0.9983   -1.7724    10.5046
  0.010    0.1759 0.00000    0.6845   -1.2152    16.2398
  0.030    0.5276 0.00000   -1.8839    3.3446    39.2969
  0.100    1.7588 0.00000   -7.2895   12.9414    82.6796
  0.300    5.2765 0.00000   -8.7774   15.5832    94.4642
  1.000   17.5882 0.02088   -8.7985   15.6205   261.4481
  2.000   35.1764 0.14448   -5.1920    9.2176  1734.4435
  3.000   52.7646 0.27535   -1.5130    2.6862  2320.4064
  4.000   70.3528 0.38011   -0.1519    0.2697  2277.2759
  5.000   87.9410 0.46124    0.3717   -0.6600  2164.0693
  8.000  140.7056 0.61653    0.8128   -1.4431  1934.8353
 15.000  263.8230 0.77264    0.9574   -1.6998  1743.7580
 30.000  527.6460 0.87900    0.9907   -1.7588  1637.7891
100.000 1758.8200 0.96205    0.9992   -1.7740  1566.3727
electron-to-hole sign change at B = 0.01674 T
  omega_c*tau there = 0.2944
hole maximum: R_H = 15.860 e-10 m^3/C at 0.645 T
hole-to-electron sign change at B = 4.2120 T
clean-limit estimate: Q_c = 0.6000, B = 4.2227 T
at 4 T: beta = 0.014214, Q = 0.61989
at 4 T: gamma_s = 0.989681, gamma_l = 0.988117
at 4 T: Delta = 1.61349 + i(0.84701)
at 4 T: Sigma/sigma0 = 4.422588e-03 + i(-2.095095e-04)
two-wave equation at 2 T: P = 0.14443, exp(-B0/B) = 0.14448
two-wave equation at 4 T: P = 0.38017, exp(-B0/B) = 0.38011
no breakdown, omega_c*tau = 10: R_H/R_free gapped bands -8.9371, network -8.9371
no breakdown, omega_c*tau = 2: R_H/R_free gapped bands -7.6264, network -7.6260
network minus closed form, largest = 3.3e-16
random trajectories: largest deviation = 1.60 std. errors
gap / Fermi energy = 0.00951
junction width / lens arc at upper sign change = 0.0128
mean free path = 121.7 um, free orbit radius at 1 T = 6.92 um
lens cyclotron mass / free mass = 0.2323
lens passage at 1.00 T: averaged 0.0105, coherent 0.0105 to 0.0105
lens passage at 4.21 T: averaged 0.2493, coherent 0.1766 to 0.3291
lens passage at 30.00 T: averaged 0.7841, coherent 0.6189 to 0.9899
```
